# Coupled plasmon-LO-phonon modes and dynamic screening of the Fröhlich vertex, part 1

(Sections cited here and not found follow in the second part.)

An isotropic polar crystal has one dispersionless optical branch with transverse frequency $\omega_T$ and dielectric constants $\varepsilon_\infty$ (ions clamped) and $\varepsilon_s$ (ions relaxed). It holds $n$ electrons per volume in a parabolic band of mass $m$, treated in the random-phase approximation (RPA) at zero temperature unless stated. Exchange and correlation, nonparabolicity, impurity damping and multiphonon terms are left out. We set $\hbar=1$, fields vary as $e^{-i\omega t}$, response functions are retarded, and $v=e^2/(\varepsilon_0q^2)$.

## (a) Find the longitudinal modes at $q\to0$ and order them.

**Solution.** Let $w$ be the mass-weighted relative displacement of the ions and $s$ the displacement of the electron gas in the macroscopic field $E$:
$$\ddot w=-\omega_T^2w+bE,\qquad m\ddot s=-eE,\qquad P=\varepsilon_0(\varepsilon_\infty-1)E+bw-nes .$$
In a static field without carriers $w=bE/\omega_T^2$, so $b^2=\varepsilon_0(\varepsilon_s-\varepsilon_\infty)\omega_T^2$. At frequency $\omega$, $w=bE/(\omega_T^2-\omega^2)$ and $s=eE/(m\omega^2)$. With $\varepsilon_0\varepsilon E=\varepsilon_0E+P$,
$$\varepsilon=\varepsilon_\infty\Big[1+\frac{\Delta}{\omega_T^2-\omega^2}-\frac{\omega_p^2}{\omega^2}\Big],\quad \Delta=\frac{b^2}{\varepsilon_0\varepsilon_\infty},\quad \omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_\infty m}.$$
A longitudinal wave without external charge needs $\varepsilon=0$. For $n=0$ this gives $\omega_L^2=\omega_T^2+\Delta=\omega_T^2\varepsilon_s/\varepsilon_\infty$, the Lyddane-Sachs-Teller relation. For $n\ne0$, multiply $\varepsilon=0$ by $x(x-\omega_T^2)$ with $x=\omega^2$:
$$f(x)=x^2-x(\omega_L^2+\omega_p^2)+\omega_p^2\omega_T^2=0,$$
$$\omega_\pm^2=\tfrac12\Big[\omega_L^2+\omega_p^2\pm\sqrt{(\omega_L^2+\omega_p^2)^2-4\omega_p^2\omega_T^2}\Big].$$
Substitution gives $f(\omega_T^2)=-\omega_T^2\Delta$ and $f(\omega_L^2)=f(\omega_p^2)=-\omega_p^2\Delta$. An upward parabola is negative between its roots, so $\omega_-<\min(\omega_T,\omega_p)$ and $\omega_+>\max(\omega_L,\omega_p)$: the branches do not cross.

For small $\omega_p$, one Newton step from $x=\omega_L^2$, where $f'\approx\omega_L^2$, gives $\omega_+^2\approx\omega_L^2+\omega_p^2\Delta/\omega_L^2$. The product of the roots, $\omega_p^2\omega_T^2$, then gives $\omega_-^2\approx\omega_p^2\varepsilon_\infty/\varepsilon_s$, a slow plasmon screened by the ions. For large $\omega_p$, a step from $x=\omega_T^2$, where $f'\approx-\omega_p^2$, gives $\omega_-^2\approx\omega_T^2(1-\Delta/\omega_p^2)$: the electrons cancel the field that raised $\omega_T$ to $\omega_L$.

Eliminating $E=-(bw-nes)/(\varepsilon_0\varepsilon_\infty)$ turns the equations of motion for $(w,\sqrt{nm}\,s)$ into an eigenproblem for $K=\mathrm{diag}(\omega_T^2,0)+cc^{T}$, $c=(\sqrt\Delta,-\omega_p)$. The numerical check diagonalizes $K$ and confirms $\omega_\pm$ and the ordering.

## (b) At finite $q$, separate the screened interaction $W=v/\varepsilon$ into an electronic and a phonon part.

**Solution.** In RPA the carrier term of $\varepsilon$ becomes $-v\chi_0(q,\omega)$, with $\chi_0$ the density response of free electrons. Define $\varepsilon_{el}=1-v\chi_0/\varepsilon_\infty$, so that $\varepsilon=\varepsilon_\infty[\varepsilon_{el}-\Delta/B]$ with $B=\omega^2-\omega_T^2$. Subtract the interaction in a rigid lattice:
$$\Delta W\equiv\frac v\varepsilon-\frac{v}{\varepsilon_\infty\varepsilon_{el}}=\frac{v}{\varepsilon_\infty}\frac{\Delta/B}{\varepsilon_{el}(\varepsilon_{el}-\Delta/B)}=\frac{v\Delta/\varepsilon_\infty}{\varepsilon_{el}^2\,(B-\Delta/\varepsilon_{el})}.$$
The squared Fröhlich vertex times the crystal volume is $g^2=\tfrac12\omega_Lv(1/\varepsilon_\infty-1/\varepsilon_s)$, and $\varepsilon_\infty/\varepsilon_s=\omega_T^2/\omega_L^2$ gives $2\omega_Lg^2=v\Delta/\varepsilon_\infty$. Hence
$$\Delta W=\frac{g^2}{\varepsilon_{el}^2}D,\qquad D=\frac{2\omega_L}{\omega^2-\omega_T^2-\Delta/\varepsilon_{el}(q,\omega)} .$$
$D$ is the dressed phonon propagator. Start from $D_0=2\omega_L/(\omega^2-\omega_L^2)$ and the self-energy $\Pi=g^2\chi_0/\varepsilon_{el}$, a bubble chain with one bare and one screened vertex. Since $v\chi_0/\varepsilon_\infty=1-\varepsilon_{el}$, one has $2\omega_L\Pi=\Delta/\varepsilon_{el}-\Delta$, and $D^{-1}=D_0^{-1}-\Pi$ reproduces the denominator. Each end of the phonon line thus carries $g/\varepsilon_{el}(q,\omega)$ at the transferred momentum and frequency, so density alone does not decide how the vertex is screened.

With $\varphi=\arg\varepsilon_{el}$, $\varepsilon_{el}^{-2}=|\varepsilon_{el}|^{-2}e^{-2i\varphi}$ and
$$-\mathrm{Im}\,\Delta W=|g/\varepsilon_{el}|^2\,[\cos2\varphi\,(-\mathrm{Im}D)+\sin2\varphi\,\mathrm{Re}D].$$
The second term is interference with electron-hole pair excitation. When $\varphi$ is small, the first term, a golden rule with $|g/\varepsilon_{el}|^2$, describes the loss at the phonon line. Away from the line $-\mathrm{Im}D$ is itself of first order in $\varphi$, and the interference can be the larger term.

As $\varepsilon_{el}\to0$, $D\to-2\omega_L\varepsilon_{el}/\Delta+O(\varepsilon_{el}^2)$, so $\Delta W\to-v/(\varepsilon_\infty\varepsilon_{el})$ plus a finite term, which cancels the pole of the electronic part. The divergence of $g/\varepsilon_{el}(\omega_L)$ at $\omega_p=\omega_L$ is therefore an artefact of evaluating the vertex at a frequency that is no longer a mode.

## (c) Find the coupling of a test electron to an undamped mode, and its limits at $q\to0$.

**Solution.** Define $G_j^2$ by $W\approx2\omega_jG_j^2/(\omega^2-\omega_j^2)\approx G_j^2/(\omega-\omega_j)$ near the mode. Since $\varepsilon\approx(\omega-\omega_j)\partial_\omega\varepsilon$, $G_j^2=v/\partial_\omega\varepsilon$. Defining $Z_j$ by $D\approx2\omega_LZ_j/(\omega^2-\omega_j^2)$, part (b) gives
$$\frac{G_j^2}{g^2}=Z_j\,\frac{\omega_L}{\omega_j}\,\frac1{\varepsilon_{el}^2(q,\omega_j)},\qquad \varepsilon_{el}(q,\omega_j)=\frac{\Delta}{\omega_j^2-\omega_T^2},$$
the second relation being the pole condition of $D$. For an undamped mode above $\omega_L$ the denominator exceeds $\Delta$, so $0<\varepsilon_{el}<1$: the vertex is antiscreened, and finite. Electrons driven above their own resonance move against the force and add to the polar field.

At $q\to0$, $\varepsilon_{el}=1-\omega_p^2/\omega^2$. Multiplying numerator and denominator of $D$ by $\omega^2-\omega_p^2$ turns the denominator into $f$, so $D=2\omega_L(\omega^2-\omega_p^2)/f(\omega^2)$ and
$$Z_\pm=\frac{\omega_\pm^2-\omega_p^2}{\omega_\pm^2-\omega_\mp^2},\qquad Z_++Z_-=1 .$$
Because $(\omega^2-\omega_p^2)/f$ is the ion-ion element of $(\omega^2-K)^{-1}$, $Z_j$ is the squared ionic component of the eigenvector, the phonon content.

For weak doping put $\eta=\omega_p^2/\omega_L^2$ and $\delta=\Delta/\omega_L^2$. From (a), to first order in $\eta$: $\varepsilon_{el}^{-2}=1+2\eta$; $Z_+=1-\eta+\eta(1-\delta)=1-\eta\delta$; $\omega_L/\omega_+=1-\eta\delta/2$. The product is
$$G_+^2/g^2=1+\eta\,(2-\tfrac32\delta),$$
larger than one because $\delta<1$. For heavy doping the phonon-like mode is the lower one: $Z_-\to1$, and $\omega_-^2-\omega_T^2=-\omega_T^2\Delta/\omega_p^2$ gives $\varepsilon_{el}\to-\omega_p^2/\omega_T^2$, so $G_-^2/g^2\to(\omega_L/\omega_T)(\omega_T/\omega_p)^4$. The vertex is suppressed and reversed in sign. In this limit, $qv_F\ll\omega_T$, the suppression factor does not depend on $q$, whereas the static factor $\varepsilon_{el}(q,0)^{-2}$ vanishes as $q^4$. $G_+^2$ is then large, but with $Z_+\ll1$ it measures plasmon emission.

## (d) Evaluate $\varepsilon_{el}(q,\omega)$ and find where it is close to, and where it departs from, $A=\varepsilon_{el}(q,0)$.

**Solution.** For both spins,
$$\chi_0=2\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\Big[\frac1{\omega-E}-\frac1{\omega+E}\Big],\qquad E=\frac{q^2+2qk_z}{2m},$$
with $\omega\to\omega+i0$. Put $k_z=k_Ft$, $z=q/2k_F$, $u=\omega/(qv_F)$, so $E=qv_F(z+t)$. Each $k_z$ carries a disc of area $\pi k_F^2(1-t^2)$, and the prefactor $k_F^3/(4\pi^2qv_F)$ equals $N_0/8z$ with $N_0=mk_F/\pi^2$. Writing $1-t^2=(1-a^2)+(a+t)(a-t)$,
$$\int_{-1}^1\frac{1-t^2}{a+t}dt=g_1(a)+2a,\qquad g_1(a)=(1-a^2)L(a),\quad L=\ln\frac{a+1}{a-1}.$$
The two terms have $a=z\mp u$, both with a minus sign, so $\chi_0=-N_0F$ with the Lindhard function
$$F=\tfrac12+\frac{g_1(z-u)+g_1(z+u)}{8z},\qquad\varepsilon_{el}=1+\kappa F,\quad\kappa=\frac{q_{TF}^2}{q^2},\quad q_{TF}^2=\frac{e^2N_0}{\varepsilon_0\varepsilon_\infty}.$$
From $n=k_F^3/3\pi^2$ and $v_F=k_F/m$ follows $q_{TF}^2v_F^2=3\omega_p^2$.

*Small $u$, with $u<1-z$.* For $|a|<1$, $\mathrm{Im}L(a\pm i0)=\mp\pi$, so $\mathrm{Im}F=(\pi/8z)[(z+u)^2-(z-u)^2]=\pi u/2$. For the real part, $L'=2/(1-a^2)$ gives $g_1'=2-2aL$ and $g_1''=-2L-4a/(1-a^2)$, and $g_1(z+u)+g_1(z-u)=2g_1+g_1''u^2+O(u^4)$. Thus
$$\varepsilon_{el}=A+\frac{i\pi\kappa u}2-\kappa hu^2,\qquad h=\frac1{4z}\Big[\ln\frac{1+z}{1-z}+\frac{2z}{1-z^2}\Big],$$
$$\frac{|\varepsilon_{el}|^2}{A^2}-1=\frac{u^2}{A^2}\Big[\frac{\pi^2\kappa^2}4-2\kappa hA\Big]+O(u^4).$$
The static vertex has a relative error of second order in $u$ in magnitude, and misses a phase $\varphi\approx\pi\kappa u/2A$ of first order. Here $h\to1$ for $z\to0$; near $q=2k_F$ it diverges and the expansion shrinks to $u<1-z$.

*Small $z$.* Since $g_1$ is odd, $F\to\tfrac12+g_1'(u)/4=1-\tfrac u2L(u)$. For $u<1$, $\mathrm{Re}F=1-u\,\mathrm{artanh}\,u$, which changes sign at $u^*=0.8336$. For $u>1$, $L=2(u^{-1}+u^{-3}/3+\dots)$ gives $F=-(1/3u^2+1/5u^4+\dots)<0$, and $\kappa/3u^2=\omega_p^2/\omega^2$ recovers (a). The vertex is enhanced when $|1+\kappa F|<1$, that is $2\,\mathrm{Re}F+\kappa|F|^2<0$; in the limit $z\to0$ this needs $u>u^*$ (a small finite $z$ lowers the threshold slightly) and, at fixed $\omega$ and $q\to0$, $\omega_p^2<2\omega^2$. At fixed $\omega$ and $q\to0$ the induced part $\kappa F$ is $-1/3u^2$ times its static value $\kappa$, so static screening fails there at any density, in sign and in size.

## (e) Derive the moments of $-\mathrm{Im}\,\Delta W$ at fixed $q$, and the leading error of a static line in a finite frequency window.

**Solution.** $\Delta W$ is a difference of retarded interactions, analytic in the upper half plane, with an imaginary part odd in real $\omega$. At large $\omega$, $\varepsilon_{el}\to1$ and $\Delta W\to2\omega_Lg^2/\omega^2$. Integrate $\omega\,\Delta W$ around the upper half plane: the arc gives $i\pi\,2\omega_Lg^2$, so the real axis gives its negative, and
$$\frac2\pi\int_0^\infty\omega\,(-\mathrm{Im}\Delta W)\,d\omega=2\omega_Lg^2 .$$
For $\Delta W/\omega$ the arc vanishes and the half circle above $\omega=0$ gives $-i\pi\Delta W(q,0)$, so the principal value along the axis is $i\pi\Delta W(q,0)$:
$$\frac2\pi\int_0^\infty\frac{-\mathrm{Im}\Delta W}{\omega}d\omega=-\Delta W(q,0)=\frac{2\omega_Lg^2}{A^2\Omega_q^2},\qquad\Omega_q^2=\omega_T^2+\frac\Delta A .$$
Within RPA the first moment is unscreened and the inverse moment is statically screened, at each $q$. Weight lost from the phonon line reappears at higher frequency, and the window open to a given process decides which picture applies.

The static model is $\Delta W_{st}=2\omega_Lg^2/[A^2(\omega^2-\Omega^2)]$, $\Omega=\Omega_q$; from $-\mathrm{Im}\,(\omega^2-\Omega^2+i0)^{-1}=\pi\delta(\omega-\Omega)/2\Omega$ its line weight is $I_0=\pi g^2\omega_L/(\Omega A^2)$. Write $\Delta W=2\omega_Lg^2/(\varepsilon_{el}^2B-\Delta\varepsilon_{el})$ and $\varepsilon_{el}=A+i\beta\omega$, $\beta=\pi\kappa/(2qv_F)$. The denominator changes by $i\beta\omega(2AB-\Delta)$, and $AB=A(\omega^2-\Omega^2)+\Delta$, so
$$\delta(\Delta W)=-i\beta\,\frac{2\omega_Lg^2}{A^4}\Big[\frac{2A\omega}{\omega^2-\Omega^2}+\frac{\Delta\,\omega}{(\omega^2-\Omega^2)^2}\Big].$$
Integrate from $0$ to $\omega_m>\Omega$ on a path above the pole, where the expansion is uniform. The antiderivative of the bracket is $A\ln(\omega^2-\Omega^2)-\Delta/[2(\omega^2-\Omega^2)]$, and its real part enters $-\mathrm{Im}$. Dividing by $I_0$ and using $2\beta\Omega/\pi=\kappa u$ with $u=\Omega/qv_F$,
$$\frac{I}{I_0}-1=\frac{\kappa u}A\Big[\ln\Big|\frac{\omega_m^2}{\Omega^2}-1\Big|-\frac\Delta{2A}\Big(\frac1{\omega_m^2-\Omega^2}+\frac1{\Omega^2}\Big)\Big]+O(u^2).$$
The logarithm is the interference term of (b); the second term comes from the Landau broadening of the line, cut by the window.

We have found the coupled modes and their coupling to an electron, shown that the phonon vertex is screened by $\varepsilon_{el}(q,\omega)$, and derived the moments of the phonon part of the loss and the leading error of a static line. It remains to find the LO emission rate, to determine when static screening is valid and what a dilute gas does, and to evaluate the results numerically.
